# The end state of a semi-infinite Rice-Mele chain: a numerical check

```python
"""End state of a semi-infinite Rice-Mele chain.

Result under test: a chain that starts on an A site (onsite +D), with first
bond v and second bond w, v < w, has exactly one end state. Its energy is +D,
it lives on A sites only, its amplitude ratio per cell is -v/w, and its
probability ratio per cell is (v/w)**2.

Symbols: D onsite energy of A (B has -D); v hopping inside a cell;
w hopping between cells; r = v/w; energies in eV, lengths in cells.
"""
import numpy as np

D, v, w = 0.3, 0.5, 1.0
r = v / w


def chain(sites, onsite, first, second):
    """Hamiltonian of a finite chain that starts on an A site."""
    energies = onsite * (-1.0) ** np.arange(sites)
    bonds = np.where(np.arange(sites - 1) % 2 == 0, first, second)
    return np.diag(energies) + np.diag(bonds, 1) + np.diag(bonds, -1)


def gap_moments(onsite, first, second, radius=0.5, points=400):
    """Moments 0, 1, 2 of the end-site spectral weight inside the gap.

    The end Green function of the semi-infinite chain comes from adding
    cells until convergence; a contour integral then collects its poles.
    """
    angle = 2 * np.pi * (np.arange(points) + 0.5) / points
    z = radius * np.exp(1j * angle)
    g = np.zeros(points, dtype=complex)
    for _ in range(400):
        previous = g
        g = 1 / (z - onsite - first**2 / (z + onsite - second**2 * g))
    assert np.max(np.abs(g - previous)) < 1e-10
    return [np.mean(z ** (k + 1) * g).real for k in range(3)]


# Bulk gap from diagonalization over the Brillouin zone
lower, upper = [], []
for k in np.linspace(-np.pi, np.pi, 401):
    f = v + w * np.exp(-1j * k)
    e = np.linalg.eigvalsh(np.array([[D, f], [np.conj(f), -D]]))
    lower.append(e[0])
    upper.append(e[1])
edge = np.sqrt(D**2 + (w - v) ** 2)
assert abs(min(upper) - edge) < 1e-10
assert abs(max(lower) + edge) < 1e-10

# Semi-infinite chain: one pole, its energy and its end-site weight
m0, m1, m2 = gap_moments(D, v, w)
pole_energy = m1 / m0
pole_spread = m2 / m0 - pole_energy**2
assert abs(pole_energy - D) < 1e-9
assert abs(m0 - (1 - r**2)) < 1e-9
assert abs(pole_spread) < 1e-9

# Controls: other onsite sign at the end, and strong bond first
n0, n1, _ = gap_moments(-D, v, w)
assert abs(n1 / n0 + D) < 1e-9
strong_first = gap_moments(D, w, v)
assert max(abs(x) for x in strong_first) < 1e-9

# Wavefunction from a long finite chain
cells = 40
energy, vectors = np.linalg.eigh(chain(2 * cells, D, v, w))
in_gap = energy[np.abs(energy) < edge - 1e-6]
assert len(in_gap) == 2
assert np.allclose(in_gap, [-D, D], atol=1e-10)
state = vectors[:, np.argmin(np.abs(energy - D))]
state = state * np.sign(state[0])
a, b = state[0::2], state[1::2]
prob = a**2 + b**2
assert np.allclose(a[1:8] / a[:7], -r, atol=1e-8)
assert np.max(np.abs(b)) < 1e-8
assert np.allclose(prob[:8], (1 - r**2) * r ** (2 * np.arange(8)), atol=1e-10)
e_strong = np.linalg.eigvalsh(chain(2 * cells, D, w, v))
assert np.min(np.abs(e_strong)) > edge - 1e-10

# The law at other parameters
for D_t, v_t, w_t in [(0.2, 0.3, 1.0), (-0.4, 0.8, 1.1), (0.7, 0.6, 0.9)]:
    e_t, u_t = np.linalg.eigh(chain(160, D_t, v_t, w_t))
    i = np.argmax(u_t[0] ** 2)
    a_t = u_t[0::2, i]
    assert abs(e_t[i] - D_t) < 1e-9
    assert np.allclose(a_t[1:5] / a_t[:4], -v_t / w_t, atol=1e-7)

# Odd chain: every B site has both neighbours, so the B amplitudes obey a
# uniform chain with hard walls; all states except E = D lie in the bands
n_b = 30
standing = np.pi * np.arange(1, n_b + 1) / (n_b + 1)
band = np.sqrt(D**2 + v**2 + w**2 + 2 * v * w * np.cos(standing))
expected = np.sort(np.concatenate([band, -band, [D]]))
found = np.linalg.eigvalsh(chain(2 * n_b + 1, D, v, w))
assert np.allclose(found, expected, atol=1e-10)
assert np.min(band) > edge

# Finite length: coupling of the two end states
short = 10
e_short = np.linalg.eigvalsh(chain(2 * short, D, v, w))
e_near = e_short[np.argmin(np.abs(e_short - D))]
coupling = np.sqrt(e_near**2 - D**2)
coupling_formula = w * r**short * (1 - r**2)
assert abs(coupling / coupling_formula - 1) < 1e-3


def perturbed(U=0.0, t2=0.0, width=0.0):
    """Complex energy of the end state with the neglected terms put in."""
    h = chain(2 * cells, D, v, w).astype(complex)
    h[0, 0] += U - 0.5j * width
    second = np.full(2 * cells - 2, t2)
    h += np.diag(second, 2) + np.diag(second, -2)
    values, vecs = np.linalg.eig(h)
    return values[np.argmax(np.abs(vecs[0]) ** 2)]


d = 1e-4
slope_U = (perturbed(U=d) - perturbed(U=-d)).real / (2 * d)
slope_t2 = (perturbed(t2=d) - perturbed(t2=-d)).real / (2 * d)
slope_width = -2 * perturbed(width=d).imag / d
assert abs(slope_U - (1 - r**2)) < 1e-6
assert abs(slope_t2 + 2 * r) < 1e-6
assert abs(slope_width - (1 - r**2)) < 1e-6

U, t2, width = 0.1, 0.05, 0.1
shift_U = perturbed(U=U).real - D
shift_t2 = perturbed(t2=t2).real - D
state_width = -2 * perturbed(width=width).imag

print(f"onsite energy of end site A: {D:+.3f} eV; of B: {-D:+.3f} eV")
print(f"first hopping v: {v:.3f} eV; second hopping w: {w:.3f} eV")
print(f"bulk gap edges: {max(lower):+.4f} and {min(upper):+.4f} eV")
print(f"bulk gap: {min(upper) - max(lower):.4f} eV")
print("Semi-infinite chain, from the end Green function:")
print(f"  end-state energy: {pole_energy:+.6f} eV")
print(f"  probability on the end site: {m0:.6f}")
print(f"  energy variance of gap weight: {abs(pole_spread):.1e} eV^2")
print(f"  energy if the end site is the -D site: {n1 / n0:+.6f} eV")
print(f"  gap weight if strong bond is first: {abs(strong_first[0]):.1e}")
print(f"Wavefunction, from a chain of {cells} cells:")
for n in range(5):
    print(f"  cell {n + 1}: amplitude on A {a[n]:+.6f}, "
          f"probability {prob[n]:.6f}, sum {prob[:n + 1].sum():.6f}")
print(f"  amplitude ratio per cell: {a[1] / a[0]:+.6f}")
print(f"  probability falls per cell by a factor: {prob[0] / prob[1]:.6f}")
print(f"  1/e length of probability: {1 / np.log(prob[0] / prob[1]):.4f} cells")
print(f"  gap states of the finite chain: {in_gap[0]:+.6f}, "
      f"{in_gap[1]:+.6f} eV")
print(f"Finite chain of {short} cells:")
print(f"  coupling of the two ends, diagonalized: {coupling:.4e} eV")
print(f"  coupling of the two ends, formula: {coupling_formula:.4e} eV")
print(f"  energy shift of the end state: {e_near - D:.2e} eV")
print("Effects left out of the ideal end (full result; first order):")
print(f"  end-site potential {U:.2f} eV, shift: {shift_U:+.4f}; "
      f"{(1 - r**2) * U:+.4f} eV")
print(f"  same-sublattice hopping {t2:.2f} eV, shift: {shift_t2:+.4f}; "
      f"{-2 * r * t2:+.4f} eV")
print(f"  contact width {width:.2f} eV on end site, state width: "
      f"{state_width:.4f}; {(1 - r**2) * width:.4f} eV")
print("every check passed")
```

Output:

```
onsite energy of end site A: +0.300 eV; of B: -0.300 eV
first hopping v: 0.500 eV; second hopping w: 1.000 eV
bulk gap edges: -0.5831 and +0.5831 eV
bulk gap: 1.1662 eV
Semi-infinite chain, from the end Green function:
  end-state energy: +0.300000 eV
  probability on the end site: 0.750000
  energy variance of gap weight: 2.8e-17 eV^2
  energy if the end site is the -D site: -0.300000 eV
  gap weight if strong bond is first: 4.0e-17
Wavefunction, from a chain of 40 cells:
  cell 1: amplitude on A +0.866025, probability 0.750000, sum 0.750000
  cell 2: amplitude on A -0.433013, probability 0.187500, sum 0.937500
  cell 3: amplitude on A +0.216506, probability 0.046875, sum 0.984375
  cell 4: amplitude on A -0.108253, probability 0.011719, sum 0.996094
  cell 5: amplitude on A +0.054127, probability 0.002930, sum 0.999023
  amplitude ratio per cell: -0.500000
  probability falls per cell by a factor: 4.000000
  1/e length of probability: 0.7213 cells
  gap states of the finite chain: -0.300000, +0.300000 eV
Finite chain of 10 cells:
  coupling of the two ends, diagonalized: 7.3243e-04 eV
  coupling of the two ends, formula: 7.3242e-04 eV
  energy shift of the end state: 8.94e-07 eV
Effects left out of the ideal end (full result; first order):
  end-site potential 0.10 eV, shift: +0.0732; +0.0750 eV
  same-sublattice hopping 0.05 eV, shift: -0.0515; -0.0500 eV
  contact width 0.10 eV on end site, state width: 0.0751; 0.0750 eV
every check passed
```
